Electronic Polarization as a Berry Phase and Its Quantum of Ambiguity, part 1

(Sections cited here and not found follow in the second part.)

## I. From the bulk current to a Berry phase

### Definitions and conventions

The electron charge is −e, with e > 0. The crystal has primitive lattice vectors a₁, a₂, a₃ and cell volume V. A general lattice vector is R = n₁a₁ + n₂a₂ + n₃a₃ with integers n_j. The reciprocal vectors b_j are defined by

a_i·b_j = 2π δ_ij,

G denotes any integer combination of them, and the Brillouin zone (BZ) has volume (2π)³/V.

A Bloch state is ψ_nk(r) = e^{ik·r} u_nk(r), where u_nk has the period of the lattice. The bracket ⟨f|g⟩ is the integral of f*g over one cell, and ⟨u_nk|u_lk⟩ = δ_nl. The index n counts spin-orbitals, so each band holds one electron per cell. The Hamiltonian acting on periodic functions is

H_k = e^{−ik·r} H e^{ik·r}.

The symbol ∂_k is the gradient with respect to k; equations containing it hold for each component.

The Hamiltonian depends on a parameter λ running from 0 to 1, for instance the position of an atom along a switching path. The projector on the filled states at given k and λ is

F = Σ_n |u_nk⟩⟨u_nk|  (n filled),

and Q = 1 − F projects on the empty ones. In matrix elements below, n and l label filled states and m labels empty states.

**Polarization change.** What flows through the interior of a crystal is a current. With j the current density averaged over a cell, the change of polarization is defined as

ΔP = ∫ j dt.   (1)

The dipole moment of one cell divided by V cannot replace this definition. Suppose the cell boundary is redrawn so that a small region carrying charge q is given up and its periodic copy, displaced by R, is taken in. The cell still tiles the crystal, but its dipole per volume has changed by qR/V. Since the electron density is continuous, q can take a continuous range of values, and the cell dipole has no definite value.

### Assumptions

(A1) The electrons are independent and move in an effective potential, as in Kohn-Sham theory. H(λ) has the same lattice periodicity at every λ. There is therefore no macroscopic electric field, and the lattice vectors stay fixed.

(A2) At every k and λ the filled states are separated in energy from the empty states, and their number is constant. Filled bands may touch each other.

(A3) The change is slow: λ(t) = s(t/T), with a fixed smooth function s, and T is taken to infinity. The first and second derivatives of s vanish at the start, where the electrons are in the ground state.

(A4) At λ = 0 the filled space has an orthonormal basis u_nk that is smooth in k and obeys

u_n,k+G(r) = e^{−iG·r} u_nk(r).   (2)

Such a choice is called a smooth periodic gauge. Condition (2) says that ψ_n,k+G = ψ_nk. The basis functions need not be energy eigenstates; they must span the filled space. Assumption (A4) excludes insulators whose filled bands, taken together, have a nonzero Chern number in k-space.

### Theorem

Under (A1) to (A4), the following statements hold.

(i) The electronic polarization change is

ΔP_el = −e/(2π)³ ∫₀¹dλ ∫_BZ d³k Σ_n 2 Im⟨∂_k u_nk|∂_λ u_nk⟩.   (3)

It depends on the path of the Hamiltonian, and the speed along the path has dropped out.

(ii) In a gauge that is periodic in k and smooth in k and λ, ΔP_el = P_el(1) − P_el(0), where

P_el(λ) = −e/(2π)³ Σ_n ∫_BZ A_nk d³k,  A_nk = i⟨u_nk|∂_k u_nk⟩.   (4)

(iii) For a given Hamiltonian, the values of P_el allowed by different smooth periodic gauges differ by eR/V, and every lattice vector R occurs. The end states alone therefore fix ΔP_el modulo eR/V, while a specified gapped path fixes it completely.

Statements (i) and (ii) are proved in this half, and (iii) in the second.

### Lemma 1: the velocity

The velocity operator is v = (i/ħ)[H, r]. Transformed to periodic functions, it becomes

v_k = (1/ħ) ∂_k H_k,   (5)

and between a filled and an empty state

⟨u_n|∂_k H_k|u_m⟩ = (E_n − E_m)⟨u_n|∂_k F|u_m⟩.   (6)

**Proof.** Differentiating the two exponentials in H_k gives

∂_k H_k = −i r H_k + i H_k r = i[H_k, r].

Since r commutes with e^{ik·r}, the transformed velocity is (i/ħ)[H_k, r], which is (5).

For (6), let u_n and u_m be energy eigenstates at the chosen k. The projector commutes with H_k, and differentiating H_k F = F H_k gives

(∂_k H_k)F + H_k ∂_k F = (∂_k F)H_k + F ∂_k H_k.

Take the element between ⟨u_n| and |u_m⟩. The first term vanishes because F|u_m⟩ = 0. The others give

E_n⟨u_n|∂_k F|u_m⟩ = E_m⟨u_n|∂_k F|u_m⟩ + ⟨u_n|∂_k H_k|u_m⟩,

which rearranges to (6). Only F has been differentiated, not an individual eigenstate, so contacts between filled bands do no harm. ∎

### Lemma 2: the slowly driven state

Let ρ be the one-electron density matrix at fixed k, starting from F and obeying iħ∂_tρ = [H_k, ρ]. Then ρ = F + δρ + O(T⁻²). The first-order part δρ connects only filled with empty states, and

⟨u_m|δρ|u_n⟩ = iħ⟨u_m|∂_t F|u_n⟩/(E_m − E_n).   (7)

**Proof.** Each time derivative brings a factor 1/T. Since [H_k, F] = 0, the terms of order 1/T in the equation of motion are

iħ ∂_t F = [H_k, δρ].   (8)

The evolution preserves ρ² = ρ, whose first-order part is Fδρ + δρF = δρ. Multiplying by F on both sides gives 2FδρF = FδρF, so FδρF = 0. Multiplying by Q on both sides gives QδρQ = 0. The derivative of F² = F has the same form, so ∂_t F and ∂_k F also connect only filled with empty states. The element of (8) between ⟨u_m| and |u_n⟩ is

iħ⟨u_m|∂_t F|u_n⟩ = (E_m − E_n)⟨u_m|δρ|u_n⟩,

which is (7).

The remainder must be bounded, because a current error of order 1/T would survive integration over the time T. Add a term ε of order T⁻² that satisfies

[H_k, ε] = iħ ∂_t δρ.   (9)

Between filled and empty states this can be solved because of the gap. Within the two spaces, ρ² = ρ at second order requires FεF = −Fδρ²F and QεQ = Qδρ²Q. These agree with (9). In the filled space, with (8),

F[H_k, ε]F = −F([H_k, δρ]δρ + δρ[H_k, δρ])F = −iħF(∂_tF δρ + δρ ∂_tF)F,

and the derivative of FδρF = 0 shows that the right side is iħF(∂_tδρ)F. In the empty space both signs are reversed, since ∂_tQ = −∂_tF, and the same agreement follows.

Thus F + δρ + ε satisfies the equation of motion up to iħ∂_tε, which is of order T⁻³. By (A3), δρ and ε vanish at the start. The exact evolution is unitary and does not amplify errors, so over the time T they accumulate to at most order T⁻². In a finite basis, where the velocity is a bounded operator, the error of the current is at most of the same order, and the error of its time integral is at most of order 1/T, which vanishes in the limit. ∎

### Proof of (i)

In a crystal of N cells each k point occupies a volume (2π)³/(NV) of k-space. The sum over k divided by the crystal volume NV therefore becomes an integral, and

j_el = −e ∫_BZ d³k/(2π)³ Tr(ρ v_k).   (10)

*The undisturbed filled bands carry no current.* Consider

∂_k Tr(F H_k) = Tr((∂_k F)H_k) + Tr(F ∂_k H_k).

The first term on the right vanishes: ∂_k F connects filled with empty states, whereas H_k does not. Hence Tr(F v_k) = (1/ħ)∂_k Tr(F H_k). This is the gradient of a periodic function, the total energy of the filled states at k, and its integral over the BZ is zero.

*The first-order state carries the current.* Because δρ and v_k are Hermitian, the two kinds of filled-empty element give complex conjugate contributions:

Tr(δρ v_k) = 2 Re Σ_nm ⟨u_m|δρ|u_n⟩⟨u_n|v_k|u_m⟩.

Insert (7), (5) and (6). The factor ħ cancels, and the ratio (E_n − E_m)/(E_m − E_n) is −1:

Tr(δρ v_k) = 2 Re Σ_nm (−i)⟨u_n|∂_k F|u_m⟩⟨u_m|∂_t F|u_n⟩.

For any complex number z, Re(−iz) = Im z. Therefore

Tr(δρ v_k) = 2 Im Σ_n ⟨u_n|(∂_k F) Q (∂_t F)|u_n⟩.   (11)

The energies have disappeared. For given F and given derivatives of F, a larger energy difference makes the admixture of an empty state smaller and the velocity matrix element larger in the same proportion. What remains depends on the filled space alone, and (11) is a trace over that space, so any orthonormal basis of it may be used.

*Change to a smooth basis.* From the definition of F,

⟨u_n|∂_k F = Σ_l ⟨u_n|∂_k u_l⟩⟨u_l| + ⟨∂_k u_n|.

Multiplication by Q from the right removes the sum, leaving ⟨∂_k u_n|Q. In the same way, Q(∂_t F)|u_n⟩ = Q|∂_t u_n⟩. With Q = 1 − F, equation (11) becomes

Tr(δρ v_k) = 2 Im Σ_n ⟨∂_k u_n|∂_t u_n⟩ − 2 Im Σ_nl X_nl,

X_nl = ⟨∂_k u_n|u_l⟩⟨u_l|∂_t u_n⟩.

Differentiating ⟨u_n|u_l⟩ = δ_nl gives ⟨∂_k u_n|u_l⟩ = −⟨u_n|∂_k u_l⟩ and ⟨u_l|∂_t u_n⟩ = −⟨∂_t u_l|u_n⟩. The two minus signs cancel in the product, so

X_nl = ⟨u_n|∂_k u_l⟩⟨∂_t u_l|u_n⟩ = (⟨∂_k u_l|u_n⟩⟨u_n|∂_t u_l⟩)* = X_ln*.

The double sum is real and drops out. Motion of filled states among themselves transports no net charge. Finally ∂_t u = (dλ/dt)∂_λ u, and (dλ/dt)dt = dλ. Inserting the result in (10) and integrating over time gives (3). ∎

### Proof of (ii)

*A smooth gauge along the path exists.* Start from the basis of (A4) and carry it along by

∂_λ|u_n⟩ = [∂_λF, F]|u_n⟩.

The commutator of two Hermitian operators is anti-Hermitian, so the basis stays orthonormal. It also stays in the filled space. Because ∂_λF connects only filled with empty states, the rule gives

∂_λ(Q|u_n⟩) = −(∂_λF)|u_n⟩ + Q(∂_λF)F|u_n⟩ = −F(∂_λF)Q|u_n⟩.

This is a linear equation for Q|u_n⟩, which is zero at the start and therefore stays zero.

The projectors at k and k + G are related by the factor e^{−iG·r}, which does not depend on λ. Condition (2) is therefore preserved.

*The integrand is a difference of derivatives.* Define A_λ = i⟨u|∂_λ u⟩ for one basis state. Then

∂_λ A_k − ∂_k A_λ = i⟨∂_λ u|∂_k u⟩ + i⟨u|∂_λ∂_k u⟩ − i⟨∂_k u|∂_λ u⟩ − i⟨u|∂_k∂_λ u⟩.

The second derivatives cancel. With z = ⟨∂_k u|∂_λ u⟩ the rest is i(z* − z) = i(−2i Im z) = 2 Im z, which is the integrand of (3).

*One term integrates to zero.* By (2), A_λ at k + G is

i⟨e^{−iG·r}u_k|e^{−iG·r}∂_λ u_k⟩ = A_λ at k.

The BZ integral of the gradient ∂_k A_λ of this smooth periodic function vanishes. Equation (3) reduces to

ΔP_el = −e/(2π)³ ∫₀¹dλ ∂_λ Σ_n ∫_BZ A_nk d³k,

and the integral over λ leaves the difference of the end values of (4). ∎

### Remark: what the Berry phase locates

The vector A_nk is the Berry connection, and its integral along a closed line across the BZ is a Berry phase. Its meaning in real space follows from the Wannier function

w_n(r) = V/(2π)³ ∫_BZ e^{ik·r} u_nk(r) d³k,

which is normalized to one over the whole crystal. Write r e^{ik·r} = −i∂_k e^{ik·r} and integrate by parts. The boundary terms cancel by (2), so

r w_n(r) = V/(2π)³ ∫_BZ e^{ik·r} i∂_k u_nk(r) d³k.

The mean position of w_n is therefore

r̄_n = V/(2π)³ ∫_BZ A_nk d³k,  and  P_el = −(e/V) Σ_n r̄_n.   (12)

For the polarization, the continuous electron density can thus be replaced by point charges −e at the centres r̄_n, one for each filled band and cell. With several filled bands the individual centres depend on the chosen basis; their sum can change only by a lattice vector, as Lemma 3 in the second half shows.

## II. The polarization quantum and its use

### Symbols and results carried over

The electron charge is −e, V is the cell volume, R a lattice vector and G a reciprocal vector. The filled cell-periodic states u_nk obey u_n,k+G = e^{−iG·r}u_nk, and A_nk = i⟨u_nk|∂_k u_nk⟩. For a slow change with an open gap and no macroscopic field, the integrated electronic current is

ΔP_el = −e/(2π)³ ∫dλ ∫_BZ d³k Σ_n 2 Im⟨∂_k u_nk|∂_λ u_nk⟩ = P_el(1) − P_el(0),   (13)

P_el = −e/(2π)³ Σ_n ∫_BZ A_nk d³k = −(e/V) Σ_n r̄_n,   (14)

where r̄_n are the electron centres. The gauge in the difference must be smooth along the whole path.

### Lemma 3: the effect of a gauge change

Let a second smooth periodic basis of the same filled space be u'_n = Σ_l u_l U_ln, with a unitary matrix U(k) that is smooth and periodic in k. Then P_el changes by −eR/V, where R is a lattice vector, and every R can be produced.

The polarization change of a slowly driven insulating crystal has been derived from the bulk current and written as a difference of Berry-phase expressions at the ends of the path. It remains to prove Lemma 3 and statement (iii), which give the polarization quantum, and to apply the results to numerical examples.
